# Clebsch-Gordan Exchange Symmetry and Even J in One Shell

## First half: the sign that appears when the coupling order is changed

### Two particles in one shell

Put two identical fermions into a shell in which each has total angular momentum $j=5/2$. Each particle has six possible projections, so there are 36 product states. If the particles were distinguishable, these states would combine into total angular momenta $J=0,1,2,3,4,5$. Identical fermions must occupy antisymmetric states, and 15 of those can be formed. Which values of $J$ survive?

The answer depends on what happens to a state of definite $J$ when the two particles are exchanged. That state is a sum of product states weighted by Clebsch-Gordan coefficients, so the question becomes one about the coefficients: how do they change when the two angular momenta trade places?

### The smallest case

Take two spins $1/2$, with $\hbar=1$ here and throughout. The states with total projection $M=0$ have the form

$$|\psi\rangle=\alpha|{\uparrow\downarrow}\rangle+\beta|{\downarrow\uparrow}\rangle .$$

A state with $J=0$ has no partner at $M=1$, so the total raising operator must annihilate it. Raising the down spin in either term gives the same state:

$$J_+|\psi\rangle=(\alpha+\beta)|{\uparrow\uparrow}\rangle=0,\qquad\text{hence}\qquad \beta=-\alpha .$$

The $J=0$ state is antisymmetric. The $J=1$ state with $M=1$ is $|{\uparrow\uparrow}\rangle$, which is symmetric, and lowering both spins on an equal footing keeps it symmetric. Two electrons in the same $s$ orbital must therefore have $J=0$.

The minus sign came from one requirement: two contributions to a raised state had to cancel. For larger angular momenta the same cancellation occurs several times in a row, and the sign under exchange follows from counting the cancellations.

### Definitions and phases

Let $\mathbf J_1$ and $\mathbf J_2$ be two independent angular momenta with quantum numbers $j_1$ and $j_2$, and let $\mathbf J=\mathbf J_1+\mathbf J_2$. For any angular momentum, $J_\pm=J_x\pm iJ_y$ and $[J_x,J_y]=iJ_z$, so

$$J_-J_+=J_x^2+J_y^2+i[J_x,J_y]=\mathbf J^2-J_z^2-J_z .\tag{1}$$

Reversing the order changes the sign of the commutator and gives $J_+J_-=\mathbf J^2-J_z^2+J_z$. The squared norm of $J_\pm|jm\rangle$ is the expectation value of $J_\mp J_\pm$, which is $j(j+1)-m(m\pm1)=(j\mp m)(j\pm m+1)$. Choosing the relative phases within each multiplet so that the ladder matrix elements are non-negative,

$$J_\pm|jm\rangle=\sqrt{(j\mp m)(j\pm m+1)}\;|j,m\pm1\rangle .\tag{2}$$

The Clebsch-Gordan coefficients are the amplitudes in

$$|JM\rangle=\sum_{m_1+m_2=M}C(j_1m_1;j_2m_2|JM)\,|j_1m_1\rangle|j_2m_2\rangle .\tag{3}$$

The restriction $m_1+m_2=M$ holds because $J_z=J_{1z}+J_{2z}$. Equation (2) is also used for the coupled states, which fixes the phases of all $M$ relative to $M=J$. One overall phase factor per multiplet remains free. The Condon-Shortley convention sets it by

$$C(j_1\,j_1;\,j_2\,J{-}j_1\,|\,J\,J)>0 .\tag{4}$$

In words: in the state with $M=J$, the component in which the first-named angular momentum has its largest projection is positive. This condition treats the two angular momenta differently, and that will matter.

### A case with two different angular momenta

Take $j_1=3/2$, $j_2=1$ and $J=M=3/2$. The possible pairs $(m_1,m_2)$ are $(3/2,0)$ and $(1/2,1)$. Call their amplitudes $a(3/2)$ and $a(1/2)$. Raising the state can produce $|3/2\rangle|1\rangle$ in two ways. Raising $m_1$ from $1/2$ to $3/2$ brings the factor $\sqrt{1\cdot3}$, and raising $m_2$ from 0 to 1 brings $\sqrt{1\cdot2}$. Since no state with $J=3/2$ has $M=5/2$, the sum must vanish:

$$\sqrt3\,a(1/2)+\sqrt2\,a(3/2)=0,\qquad a(1/2)=-\sqrt{2/3}\;a(3/2).$$

Normalization gives $a(3/2)^2(1+2/3)=1$, so $a(3/2)^2=3/5$ and $a(1/2)^2=2/5$. Convention (4) makes $a(3/2)$ positive:

$$a(3/2)=+0.7746,\qquad a(1/2)=-0.6325 .$$

Now name the angular momentum 1 first. The cancellation condition is unchanged, since it does not know which angular momentum was named first. The convention now asks for a positive amplitude where $m_2=1$, which is the second component. The amplitudes become $-0.7746$ and $+0.6325$. The whole vector has changed sign.

For $J=M=1/2$ there are three components, $m_1=3/2,1/2,-1/2$, and two cancellations:

$$\sqrt3\,a(1/2)+\sqrt2\,a(3/2)=0,\qquad 2\,a(-1/2)+\sqrt2\,a(1/2)=0 .$$

Hence $a(1/2)=-\sqrt{2/3}\,a(3/2)$ and $a(-1/2)=+\sqrt{1/3}\,a(3/2)$. The squares are in the ratio $1:2/3:1/3$, which normalizes to $1/2,\,1/3,\,1/6$. The amplitudes are $+0.7071$, $-0.5774$ and $+0.4082$. Both end components are positive, so the convention is satisfied in either order and nothing changes sign.

One cancellation gave a sign change and two gave none. The number of cancellations was $j_1+j_2-J$ in both cases.

### The general top state

Let $J$ be any value from $|j_1-j_2|$ to $j_1+j_2$ in unit steps, and write $a(m_1)=C(j_1m_1;j_2\,J{-}m_1|JJ)$. The projections must satisfy $|m_1|\le j_1$ and $|J-m_1|\le j_2$, so $m_1$ lies between the larger of $-j_1$ and $J-j_2$ and the smaller of $j_1$ and $J+j_2$. Since $J\ge j_2-j_1$, the lower limit is $J-j_2$. Since $J\ge j_1-j_2$, the upper limit is $j_1$. Therefore

$$m_1=J-j_2,\;J-j_2+1,\;\dots,\;j_1 ,\tag{5}$$

which is $j_1+j_2-J+1$ values.

Apply $J_+=J_{1+}+J_{2+}$ and collect the amplitude of $|j_1m_1\rangle|j_2\,J{+}1{-}m_1\rangle$. It receives $a(m_1-1)$ through the raising of the first angular momentum and $a(m_1)$ through the raising of the second. With the factors from equation (2),

$$\sqrt{(j_1-m_1+1)(j_1+m_1)}\;a(m_1-1)+\sqrt{(j_2-J+m_1)(j_2+J-m_1+1)}\;a(m_1)=0 .\tag{6}$$

There is one such equation for each $m_1$ from $J-j_2+1$ to $j_1$, which makes $j_1+j_2-J$ equations, one fewer than the number of amplitudes.

None of the factors under the roots can vanish. In this range $j_1-m_1+1\ge1$ and $j_2-J+m_1\ge1$ follow from the limits on $m_1$. The other two need the triangle condition:

$$j_1+m_1\ge j_1-j_2+J+1\ge1,\qquad j_2+J-m_1+1\ge j_2-j_1+J+1\ge1 .$$

Equation (6) therefore determines each amplitude from its neighbour, with a strictly negative ratio. Three facts follow. The solution is unique up to an overall factor. No amplitude in the range (5) is zero. Neighbouring amplitudes have opposite signs.

The recursion also proves that the coupled state exists. Its solution is a nonzero vector with $J_z=J$ that $J_+$ annihilates, and equation (1) then gives $\mathbf J^2=J^2+J=J(J+1)$. Lowering it yields $2J+1$ states. Using $2J+1=(J+1)^2-J^2$, the sum over all $J$ telescopes:

$$\sum_{J=|j_1-j_2|}^{j_1+j_2}(2J+1)=(j_1+j_2+1)^2-(j_1-j_2)^2=(2j_1+1)(2j_2+1).$$

This is the number of product states. States with different $J$ or $M$ are orthogonal, so the multiplets fill the space and each $J$ occurs once.

### The swap rule

Going from $m_1=j_1$ down to $m_1=J-j_2$ takes $j_1+j_2-J$ steps, and each step reverses the sign. Convention (4) says $a(j_1)>0$, so

$$\operatorname{sign}a(J-j_2)=(-1)^{j_1+j_2-J}.\tag{7}$$

At this lower end $m_2=j_2$: it is the component in which the second angular momentum has its largest projection.

Now couple in the other order and define $b(m_1)=C(j_2\,J{-}m_1;j_1m_1|JJ)$. The operator $J_{1+}+J_{2+}$ is the same whichever term is written first, so $b$ obeys equation (6) as well. By uniqueness $b=\lambda a$. Both sets are real and normalized, so $\lambda=\pm1$. The convention for the new order requires $b(J-j_2)>0$. Comparison with (7) gives

$$\lambda=(-1)^{j_1+j_2-J}.$$

For $M<J$, apply $J_-=J_{1-}+J_{2-}$ repeatedly to both top states. The operator is the same for both, and so is the normalizing factor $\sqrt{(J+M)(J-M+1)}$ at each step. The factor $\lambda$ passes through unchanged, and for every $M$

$$C(j_2m_2;j_1m_1|JM)=(-1)^{j_1+j_2-J}\,C(j_1m_1;j_2m_2|JM).\tag{8}$$

The argument started at an end of the multiplet. The alternation of signs is guaranteed at $M=J$, and by the same cancellation under $J_-$ at $M=-J$, but not for the values of $M$ in between. Lowering the $J=3/2$ state of the example once gives

$$\sqrt{\tfrac{2}{5}}\,|\tfrac32\rangle|{-1}\rangle+\sqrt{\tfrac1{15}}\,|\tfrac12\rangle|0\rangle-\sqrt{\tfrac8{15}}\,|{-\tfrac12}\rangle|1\rangle ,$$

with signs $+,+,-$. They no longer alternate, yet changing the coupling order still reverses all three.

The numerical check built the coefficients from their definition for all 64 ordered pairs with $j_1,j_2\le7/2$ and compared each pair with its reverse. For $j_1=j_2$ this compares one set of coefficients with itself after $m_1$ and $m_2$ are interchanged. Equation (8) held for all 4392 nonzero coefficients, with absolute deviations below $10^{-10}$.

### Limits of the rule

For $J=j_1+j_2$ the range (5) has a single member. Both angular momenta have their largest projections, the coefficient is 1, and the sign is $+1$. The case $j_2=0$ is included here: coupling to nothing changes nothing.

For $J=j_1+j_2-1$ there are two components, and equation (6) at $m_1=j_1$ reads $\sqrt{2j_1}\,a(j_1-1)+\sqrt{2j_2}\,a(j_1)=0$. The amplitudes are

$$a(j_1)=\sqrt{\frac{j_1}{j_1+j_2}},\qquad a(j_1-1)=-\sqrt{\frac{j_2}{j_1+j_2}} ,$$

and the swap sign is $-1$. With $j_1=3/2$ and $j_2=1$ the squares are $3/5$ and $2/5$, as found above.

The exponent needs care when $J$ is half-integer. Since $j_1+j_2-J$ is an integer, its sign may be reversed freely. Replacing $-J$ by $+J$ multiplies the result by $(-1)^{2J}$, which is $-1$ for half-integer $J$.

For $j_1\ne j_2$ the sign in (8) also depends on convention (4). One could instead require the component in which the larger of the two angular momenta has its largest projection to be positive, whatever the order of naming. Both orders would then give the same vector, and the sign would be $+1$ throughout. For $j_1=j_2$ this escape is closed, because there is no larger one to single out. The second half shows that the sign is then a physical property of the state.

## Second half: identical particles and even J

### What is carried over

The coefficient $C(j_1m_1;j_2m_2|JM)$ is the amplitude of $|j_1m_1\rangle|j_2m_2\rangle$ in the coupled state $|JM\rangle$. Angular momenta are in units of $\hbar$. The first half established, with Condon-Shortley phases, that

$$C(j_2m_2;j_1m_1|JM)=(-1)^{j_1+j_2-J}C(j_1m_1;j_2m_2|JM).\tag{8}$$

It also showed that each $J$ from $|j_1-j_2|$ to $j_1+j_2$ occurs once. In the top state $M=J$ there are $j_1+j_2-J+1$ components, none of them zero, with signs that alternate from one to the next.

### From coefficients to exchange

Let both particles have the same $j$. The exchange operator $P$ moves each particle's state to the other particle:

$$P\,|jm\rangle|jm'\rangle=|jm'\rangle|jm\rangle .$$

The position of a ket now says which particle it describes. Apply $P$ to a coupled state:

$$P|JM\rangle=\sum_{m,m'}C(jm;jm'|JM)\,|jm'\rangle|jm\rangle .$$

Both summation variables run over the same values, so they may be renamed $m\leftrightarrow m'$:

$$P|JM\rangle=\sum_{m,m'}C(jm';jm|JM)\,|jm\rangle|jm'\rangle .$$

Equation (8) with $j_1=j_2=j$ turns the coefficient back into the original one:

$$P|JM\rangle=(-1)^{2j-J}|JM\rangle .\tag{9}$$

Every coupled state is therefore symmetric or antisymmetric, and $J$ decides which. Multiplying $|JM\rangle$ by any phase changes both sides of (9) equally. The eigenvalue does not depend on a convention, in contrast to the sign for $j_1\ne j_2$.

For $j=1/2$, equation (9) gives $+1$ for $J=1$ and $-1$ for $J=0$, the triplet and singlet found at the start.

### Imposing the statistics

Three assumptions enter now. First, $j$ is the total angular momentum of one particle, spin included, so that it is half-integer for fermions and integer for bosons. Second, both particles share every other quantum number, such as the radial one. Third, no further label is left that could differ between them.

Under these assumptions the exchange of the particles is the operator $P$ above, and the allowed states have $P=-1$ for fermions and $P=+1$ for bosons. For fermions $2j$ is odd, and (9) requires

$$(-1)^{2j-J}=-(-1)^J=-1 ,$$

where $(-1)^{-J}=(-1)^J$ because $J$ is an integer. For bosons $2j$ is even, and the requirement is

$$(-1)^{2j-J}=(-1)^J=+1 .$$

Both reduce to $(-1)^J=1$, so $J$ is even. Two minus signs meet in the fermion case, one from the statistics and one from the half-integer $j$. The allowed values are

$$J=0,2,\dots,2j-1\ \text{(fermions)},\qquad J=0,2,\dots,2j\ \text{(bosons)}.\tag{10}$$

The number of states gives a check. Put $J=2k$ with $k=0,\dots,K$. Then

$$\sum_{k=0}^{K}(4k+1)=2K(K+1)+(K+1)=(K+1)(2K+1).$$

For fermions $K=j-1/2$, and the sum is $j(2j+1)$. With $N=2j+1$ single-particle states this equals $N(N-1)/2$, the number of ways to choose two different states. For bosons $K=j$, and the sum is $(j+1)(2j+1)=N(N+1)/2$, which includes double occupation.

### The two shells in numbers

For two fermions with $j=5/2$, the exchange eigenvalues for $J=0,1,2,3,4,5$ are $-1,+1,-1,+1,-1,+1$. The allowed values are $J=0,2,4$, with $1+5+9=15$ states out of 36. This answers the opening question.

For two bosons with $j=2$, the eigenvalues for $J=0,1,2,3,4$ are $+1,-1,+1,-1,+1$. The allowed values are again $J=0,2,4$, with 15 states out of 25. The two shells share the same list because $2j-1$ for the first equals $2j$ for the second.

The numerical check found these lists without using coupling coefficients. It diagonalized $\mathbf J^2$ inside the antisymmetric or symmetric space, for every $j$ from 0 to $9/2$. The opposite exchange symmetry gave the odd values: $1,3,5$ for $j=5/2$ and $1,3$ for $j=2$.

### Why odd J is forbidden for fermions

The top states show the mechanism. For $j=5/2$ and $J=M=4$ the two components are $(m_1,m_2)=(5/2,3/2)$ and $(3/2,5/2)$. Raising either one leads to $(5/2,5/2)$ with the same factor $\sqrt5$, so the amplitudes must be opposite:

$$|4\,4\rangle=0.7071\left(|\tfrac52\rangle|\tfrac32\rangle-|\tfrac32\rangle|\tfrac52\rangle\right).$$

This state is antisymmetric. For $J=M=3$ there are three components, and the recursion of the first half gives

$$\sqrt5\,a(3/2)+\sqrt8\,a(5/2)=0,\qquad \sqrt8\,a(1/2)+\sqrt5\,a(3/2)=0 .$$

Hence $a(3/2)=-\sqrt{8/5}\,a(5/2)$ and $a(1/2)=a(5/2)$. Normalization requires $a(5/2)^2(1+8/5+1)=1$, so the squares are $5/18,\,4/9,\,5/18$:

$$|3\,3\rangle=0.5270\,|\tfrac52\rangle|\tfrac12\rangle-0.6667\,|\tfrac32\rangle|\tfrac32\rangle+0.5270\,|\tfrac12\rangle|\tfrac52\rangle .$$

The middle component has both particles in the same state $m=3/2$. Two identical fermions cannot be there, and the component cannot be dropped, since the state would then no longer have $J=3$.

This holds for every odd $J$ in a fermion shell. The top state has $M=J$, and $J/2$ is then half-integer and no larger than $j$, so it is one of the available projections. The component with $m_1=m_2=J/2$ belongs to the top state, and no component of a top state is zero. Every odd-$J$ multiplet therefore contains a state with a doubly occupied level. For even $J$ the value $J/2$ is an integer, which a half-integer projection cannot equal, and the top state has no such component.

For bosons the roles change. The projections are integers, so the middle component is present when $J$ is even. A state with a doubly occupied component cannot be antisymmetric, and by (9) it must then be symmetric.

Lowering the $J=4$ state once tests whether double occupation stays absent below the top. The factors are $\sqrt5$ for $5/2\to3/2$ and $\sqrt8$ for $3/2\to1/2$:

$$J_-|4\,4\rangle=\tfrac1{\sqrt2}\left(\sqrt5\,|\tfrac32\rangle|\tfrac32\rangle+\sqrt8\,|\tfrac52\rangle|\tfrac12\rangle-\sqrt8\,|\tfrac12\rangle|\tfrac52\rangle-\sqrt5\,|\tfrac32\rangle|\tfrac32\rangle\right).$$

The doubly occupied terms cancel. Dividing by the norm $\sqrt8$ leaves

$$|4\,3\rangle=\tfrac1{\sqrt2}\left(|\tfrac52\rangle|\tfrac12\rangle-|\tfrac12\rangle|\tfrac52\rangle\right).$$

It is orthogonal to $|3\,3\rangle$, as it must be: the two end amplitudes of $|3\,3\rangle$ are equal and contribute with opposite signs.

### The same result by counting projections

The even-$J$ rule can also be reached without any coefficients. For $M\ge0$, the product states with $m_1+m_2=M$ have $m_1=M-j,\dots,j$, which is $N_M=2j+1-M$ states. Exchange groups them in pairs $(m_1,m_2)$ and $(m_2,m_1)$, leaving one unpaired state with $m_1=m_2$ when $N_M$ is odd. Each pair gives one antisymmetric combination, so their number is

$$n_M=\left\lfloor\frac{2j+1-M}{2}\right\rfloor ,$$

where the brackets mean rounding down to an integer.

The total ladder operators commute with $P$, so the antisymmetric states form complete multiplets. Each multiplet with angular momentum at least $M$ supplies one state to $n_M$. The number of multiplets with a given $J$ is therefore $n_J-n_{J+1}$. This difference is 1 when $2j+1-J$ is even and 0 when it is odd.

For $j=5/2$ the numbers $n_M$ at $M=5,4,3,2,1,0$ are $0,1,1,2,2,3$. They increase at $M=4$, $2$ and $0$, which are the allowed values of $J$. For half-integer $j$ in general, $2j+1$ is even and $J$ must be even. For bosons the unpaired state is symmetric, so the count rounds up instead, and a new multiplet appears when $2j+1-J$ is odd. With integer $j$ this again means even $J$.

### When the particles occupy different shells

Suppose one fermion is in shell $a$ and the other in a different shell $b$, with angular momenta $j_a$ and $j_b$. Define the state in which particle 1 is in $a$:

$$|(ab)JM\rangle=\sum C(j_am_a;j_bm_b|JM)\,|a\,m_a\rangle|b\,m_b\rangle ,$$

and let $|(ba)JM\rangle$ be the same expression with $a$ and $b$ interchanged everywhere. Exchanging the particles reverses the order of the kets but leaves the coefficient alone. Equation (8) then supplies the sign needed to recognize the result:

$$P|(ab)JM\rangle=(-1)^{j_a+j_b-J}|(ba)JM\rangle .$$

The normalized antisymmetric state is

$$|\Psi_{JM}\rangle=\frac1{\sqrt2}\left[\,|(ab)JM\rangle-(-1)^{j_a+j_b-J}|(ba)JM\rangle\right].\tag{11}$$

The two terms are orthogonal because particle 1 is in different shells. They cannot cancel, and every $J$ is allowed. For two different shells with $j=3/2$ the numerical check gives $J=0,1,2,3$, each once, with 16 states in all.

Now let $b$ become the same shell as $a$. The two kets in (11) coincide, and the bracket becomes $[1-(-1)^{2j-J}]\,|JM\rangle$. With $2j$ odd it vanishes for odd $J$. For even $J$ it equals $2|JM\rangle$, and the state needs only a new normalization. Odd $J$ disappears because the shell label, which had carried part of the antisymmetry, no longer distinguishes anything.

A proton and a neutron in shells with the same quantum numbers are in a similar position. The kind of particle plays the part of the label, and odd $J$ is allowed.

### When spin is kept separate

The rule concerns the full angular momentum $j$ of each particle. It does not say that the total orbital angular momentum $L$ must be even. For two electrons in one shell of orbital angular momentum $l$, equation (9) applies separately to the orbital part, with sign $(-1)^{2l-L}=(-1)^L$, and to the spin part, with sign $(-1)^{1-S}$. Their product must be $-1$:

$$(-1)^{L+1-S}=-1,\qquad\text{so } L+S\text{ is even.}$$

In a $p$ shell, $l=1$, this allows $(L,S)=(0,0)$, $(2,0)$ and $(1,1)$. They contain 1, 5 and 9 states, in agreement with the numerical check. The odd value $L=1$ is present, paired with the symmetric spin state.

Coupling $L=1$ with $S=1$ gives $J=0,1,2$, so the $p$ shell also has a level with odd total $J$. This does not contradict (10), because a $p$ shell contains two $j$ shells, $j=1/2$ and $j=3/2$. Two electrons in $j=3/2$ give $J=0,2$, and two in $j=1/2$ give $J=0$. One electron in each gives $J=1,2$, by the result for different shells. The full list is $J=0,0,1,2,2$. The other route gives $0,1,2$ from $(1,1)$, then $0$ from $(0,0)$ and $2$ from $(2,0)$, which is the same list. The single $J=1$ level has its two electrons in different $j$ shells.

### What the rule says about a real system

The assignment of two particles to one $j$ shell is itself an approximation in an interacting system. In a mean-field picture each particle has its own orbital and the rule applies to that configuration. An interaction can mix in configurations with particles in other shells. If it is rotationally invariant it conserves $J$, so a level that starts from two identical particles in one $j$ shell, with any other particles in closed shells, keeps its even $J$ as the mixing is turned on. Levels with odd $J$ can exist in the same system, but they contain no component with both particles in a single $j$ shell and all other particles coupled to $J=0$. The rule restricts the angular momentum of the pair, not that of the whole system. If the remaining particles carry angular momentum, as in a carbon configuration $2s\,3s\,(2p_{1/2})^2$ with the two $s$ electrons coupled to $J=1$, the pair has even $J$ while the total is odd, and such a configuration can mix into an odd-$J$ level.

## Computed values

```
Angular momenta in units of hbar; coefficients dimensionless
pairs (j1,j2) tested, each up to 7/2: 64
nonzero coefficients compared: 4392
largest deviation from swap rule below 1e-10: True
j1=3/2, j2=1, J=M=3/2: j1+j2-J = 1, sign = -1
  m1=3/2, m2=0: C(j1,j2)=+0.774597  C(j2,j1)=-0.774597  square=3/5
  m1=1/2, m2=1: C(j1,j2)=-0.632456  C(j2,j1)=+0.632456  square=2/5
j1=3/2, j2=1, J=M=1/2: j1+j2-J = 2, sign = +1
  m1=3/2, m2=-1: C(j1,j2)=+0.707107  C(j2,j1)=+0.707107  square=1/2
  m1=1/2, m2=0: C(j1,j2)=-0.577350  C(j2,j1)=-0.577350  square=1/3
  m1=-1/2, m2=1: C(j1,j2)=+0.408248  C(j2,j1)=+0.408248  square=1/6
two bosons, j=2: product states 25, allowed states 15
  allowed J: 0, 2, 4 | wrong exchange symmetry gives J: 1, 3
  exchange eigenvalues: J=0:+1 J=1:-1 J=2:+1 J=3:-1 J=4:+1
two fermions, j=5/2: product states 36, allowed states 15
  allowed J: 0, 2, 4 | wrong exchange symmetry gives J: 1, 3, 5
  exchange eigenvalues: J=0:-1 J=1:+1 J=2:-1 J=3:+1 J=4:-1 J=5:+1
j=5/2 pair, J=M=4:
  m1=5/2, m2=3/2: +0.707107  square=1/2
  m1=3/2, m2=5/2: -0.707107  square=1/2
j=5/2 pair, J=M=3:
  m1=5/2, m2=1/2: +0.527046  square=5/18
  m1=3/2, m2=3/2: -0.666667  square=4/9
  m1=1/2, m2=5/2: +0.527046  square=5/18
two fermions, one in each of two j=3/2 shells: J = 0, 1, 2, 3 | states 16
two electrons in a p shell, (L,S): number of states = (0,0): 1; (2,0): 5; (1,1): 9
```
